Averaging linear-response stopping over impact parameters in a crystal

An ion crossing a crystal is slowed by the electrons it polarizes, and the force depends on where it flies: along an atomic row it meets more electrons than in an open channel. A first-principles response calculation supplies a matrix in reciprocal-lattice vectors, whereas the mean electronic energy loss of a beam spread uniformly over the crystal needs one number at each velocity, the mean stopping. The question is which matrix elements enter that number. The answer is the diagonal of the inverse dielectric matrix. The off-diagonal elements of the dielectric matrix itself still matter, because they enter that diagonal through the inversion.

1. Projectile and response

The projectile is a rigid charge Ze with normalized shape F(r), moving on R(t) = b + vt, where the impact parameter b is perpendicular to v. Its form factor f(k) = ∫d³r F(r) exp(−ik·r) is taken real and even, with f(0) = 1; a point charge has f = 1. The velocity is constant, so the energy lost and the deflection must be small over the path considered. Retardation is neglected, and the electrons respond linearly.

Fourier transforms are defined by

A(k,ω) = ∫d³r ∫dt A(r,t) exp(−ik·r + iωt).

The time integral of the moving charge density gives a delta function:

ρ(k,ω) = Ze f(k) exp(−ik·b) ∫dt exp[i(ω − k·v)t]
= 2πZe f(k) exp(−ik·b) δ(ω − k·v).

Poisson's equation, k²φ_ext = ρ/ε0, then gives the external potential

φ_ext(k,ω) = 2πZe f(k) exp(−ik·b) δ(ω − k·v)/(ε0k²).

A periodic medium couples wave vectors that differ by a reciprocal-lattice vector. Write k = q+G and k' = q+G', with q in the Brillouin zone (BZ). The inverse dielectric matrix is defined by

φ_tot(q+G,ω) = Σ_G' ε⁻¹_GG'(q,ω) φ_ext(q+G',ω).

If a code supplies the density response χⁿ, which gives the change of electron number density per unit external potential energy, the link is

ε⁻¹_GG' = δ_GG' + e² χⁿ_GG'(q,ω)/(ε0|q+G|²).

The sign follows from two factors −e: the potential energy is −eφ_ext, and the induced charge density is −e times the induced number density.

2. The force at one position

The induced potential is φ_tot − φ_ext. In the inverse transform the delta function sets ω = k'·v, the frequency of the column index G':

φ_ind(r,t) = (Ze/ε0) ∫_BZ d³q/(2π)³ Σ_GG' [f(k')/k'²]
× [ε⁻¹_GG'(q,k'·v) − δ_GG'] exp(ik·r) exp[−ik'·R(t)].

The force on the projectile is −Ze ∫d³r F(r−R) ∇φ_ind. The gradient gives ik, and the integral over the shape gives f(k) exp(ik·R). The stopping S is minus the component of the force along the unit vector v̂, so the two minus signs cancel:

S(R) = (Z²e²/ε0) ∫_BZ d³q/(2π)³ Σ_GG' i(k·v̂) [f(k)f(k')/k'²]
× [ε⁻¹_GG'(q,k'·v) − δ_GG'] exp[i(G−G')·R].     (1)

Collecting terms with the same K = G−G' turns this into a Fourier series with the period of the lattice:

S(R) = Σ_K S_K exp(iK·R).     (2)

3. The two averages

Along the path, exp(iK·R) = exp(iK·b) exp(iK·v t). Its long-time average is zero unless K·v = 0. What remains is the stopping of one trajectory,

S(b) = Σ_{K·v=0} S_K exp(iK·b).     (3)

Now average over b with uniform weight over a large area perpendicular to v. A term vanishes if K has a component in that plane. Every nonzero K in (3) lies in the plane, so K = 0 alone survives.

Both averages have a task. Averaging over b without averaging along the path leaves the terms with K parallel to v. They make the force oscillate as the projectile passes successive lattice planes, but do no net work over a period. Conversely, if no nonzero K is perpendicular to v, the path average suffices and one long trajectory gives the mean.

Setting G = G' in (1) gives

S̄ = (Z²e²/ε0) ∫_BZ d³q/(2π)³ Σ_G i(k·v̂) [f²(k)/k²] [ε⁻¹_GG(q,k·v) − 1].

A real perturbation produces a real response, which requires

ε⁻¹_GG(q,ω)* = ε⁻¹_{−G,−G}(−q,−ω).

Under k → −k the frequency k·v also changes sign. The real part of the diagonal element is therefore even and the imaginary part odd. Since k·v̂ is odd, the real part and the −1 integrate to zero. For the imaginary part, i × i = −1, and the result is

S̄ = (Z²e²/ε0) ∫_BZ d³q/(2π)³ Σ_G (k·v̂) [f²(k)/k²] Im[−ε⁻¹_GG(q,k·v)].     (4)

The zone integral and the sum over G together cover all k once.

The uniform isotropic medium, with a spherical projectile so that f depends only on |k|, is a check on the factors. There ε⁻¹_GG = 1/ε(k,ω). With μ the cosine of the angle between k and v, d³k = 2πk² dk dμ, ω = kvμ and dμ = dω/(kv). The factor k·v̂ is ω/v, and the integrand is even in ω, so

S̄ = Z²e²/(2π²ε0v²) ∫₀^∞ dk f²(k)/k ∫₀^{kv} dω ω Im[−1/ε(k,ω)],

which is the Lindhard form of the stopping.

4. Why the full matrix must still be inverted

Single out one vector G. Let B be the block of ε with the row and column G removed, r the rest of row G, and c the rest of column G. Column G of the inverse has the element x = ε⁻¹_GG and a remainder y. The definition of the inverse gives

ε_GG x + r·y = 1,     c x + B y = 0.

The second equation gives y = −B⁻¹c x. Inserted in the first,

1/ε⁻¹_GG = ε_GG − r·B⁻¹c.     (5)

The last term is the local-field correction: the external component at G induces components at other vectors, and these act back on G. Replacing ε⁻¹_GG by 1/ε_GG drops it. An implementation must invert first and take the diagonal afterwards.

5. Single trajectories and non-uniform beams

The stopping of one trajectory needs the off-diagonal elements with K·v = 0. It is convenient to use the symmetrized matrix

ε̃⁻¹_GG' = |k| ε⁻¹_GG'/|k'|,

which has the same diagonal. The factor f(k)f(k')ε⁻¹_GG'/k'² in (1) becomes f(k)f(k')ε̃⁻¹_GG'/(|k||k'|). The vectors G with a common value of G·v form a group C with one frequency ω = k·v. Within it define a_G = f(k) exp(−iG·b)/|k|. Because S(b) is real, the real part may be taken term by term. With Re(iz) = −Im z,

S(b) = (Z²e²/ε0) ∫_BZ d³q/(2π)³ Σ_C (ω/v) Im[−Σ_{GG' in C} a_G* ε̃⁻¹_GG'(q,ω) a_G'].     (6)

For arbitrary amplitudes a_G, the same quadratic form gives the mean power that an external charge oscillating at ω delivers to the medium. A passive medium cannot return energy on average, so each term is non-negative and S(b) ≥ 0. A negative path-averaged value in a calculation for a passive medium signals an error. This argument does not cover the instantaneous S(R), because the medium can store energy and return it within a period.

If the beam has a relative flux p(b) with mean one, multiplying (3) by p and averaging gives

S_p = Σ_{K·v=0} S_K ⟨p(b) exp(iK·b)⟩.     (7)

Channelling makes p non-uniform, which brings off-diagonal elements back. Equation (4) is then not the stopping of the beam.

6. A crystal that can be solved

Take a simple cubic lattice with constant a and g = 2π/a, and let the local polarization obey

∂²P/∂t² + γ ∂P/∂t + ω0²P = ε0Ω̄² m(r) E,
m(r) = (1 + α cos gx)(1 + α cos gy)(1 + α cos gz).

For time dependence exp(−iωt), P = ε0χ(ω)m(r)E with

χ(ω) = Ω̄²/(ω0² − ω² − iγω).

Let w_K be the Fourier coefficients of m; each axis contributes 1 for component zero, α/2 for ±g, and zero otherwise. Setting E = −∇φ in ∇·(ε0E + P) = ρ gives

k²φ_k + χ Σ_G' (k·k') w_{G−G'} φ_k' = ρ_k/ε0 = k²φ_ext,k.

Dividing by k² gives ε_GG' = δ_GG' + χ(k·k'/k²)w_{G−G'}. Multiplication by |k|/|k'| gives the symmetrized form

ε̃ = 1 + χ(ω)L,     L_GG' = (k̂·k̂') w_{G−G'}.

L is real, symmetric and independent of frequency. With eigenvalues λ_n and orthonormal eigenvectors u_n, one diagonalization per q serves all frequencies and speeds:

ε⁻¹_GG(q,ω) = Σ_n u²_nG/[1 + χ(ω)λ_n].     (8)

Since L_GG = w_0 = 1, the approximation 1/ε_GG = 1/(1+χ) describes a uniform medium of the mean density. The weights u²_nG have sum one, and the weighted mean of λ_n is L_GG = 1. Their variance is

Σ_n u²_nG (λ_n − 1)² = Σ_{G'≠G} (k̂·k̂')² w²_{G−G'},     (9)

because it is the diagonal element of (L−1)². Two limits follow.

For weak modulation, expanding (1+χL)⁻¹ about L = 1 gives off-diagonal elements −χL_GG'/(1+χ)², which are linear in α for neighbouring G. The diagonal changes first through (9), at order α². The position dependence of S(R) is thus a first-order effect of the modulation, and the shift of the mean stopping a second-order one. The path-averaged S(b) varies at first order only if one of the shortest vectors K is perpendicular to v, as for motion along a cube axis.

For small |χ|, as at frequencies far above the resonances,

ε⁻¹_GG = 1 − χ + χ² Σ_n u²_nG λ_n² + … .

The term linear in χ is that of the uniform medium, so local fields first appear at order χ².

A point charge would make (4) diverge in this model. At fixed k_x = ω/v the loss tends to a nonzero constant at large transverse wave vector, and ∫d²k⊥/k² grows logarithmically. In a real crystal, electron recoil limits the large wave vectors. Here a Gaussian charge with f = exp(−k²σ²/2) does so, and close collisions are left out. For the uniform medium, the substitution u = k² gives

∫d²k⊥ exp(−k²σ²)/k² = π ∫_{k_x²}^∞ du exp(−uσ²)/u = π E₁(k_x²σ²),

where E₁ is the exponential integral. Equation (4) with Z = 1 becomes

S_uniform = e²/(4π²ε0) ∫₀^∞ dk_x k_x Im[−1/(1+χ(k_xv))] E₁(k_x²σ²).     (10)

This provides a check on the zone mesh and the sum over G.

7. Comparison with flights in the time domain

The parameters are a = 0.40 nm, σ = 0.10 nm, ħΩ̄ = 15 eV, ħω0 = 5 eV, ħγ = 6 eV, α = 0.3, Z = 1 and v = 3.2×10⁶ m/s. They are round values and represent no particular material.

For a comparison without the dielectric matrix, P was stepped in time on a real-space grid and the force read at the moving charge. The charge is repeated with period 2a along each axis, so each component of q is 0 or g/2. In the matrix formulas the zone integral becomes

∫_BZ d³q/(2π)³ → (1/8a³) Σ_q     (eight points).

The component k = 0 carries no field and is omitted. Both calculations then describe the same periodic array of charges.

For flight along x, the test at six impact parameters requires the time-domain force and (6) to agree within 1%, and likewise the drag and the heat dissipated in the medium. The differences found are near 0.1%. The flown stopping falls from 24.57 eV/nm on the row, b = 0, to 20.90 eV/nm in the channel centre, b = (a/2,a/2).

The uniform average uses a 4×4 grid of impact parameters. By symmetry, the points (0,0), (0,a/4), (0,a/2), (a/4,a/4), (a/4,a/2) and (a/2,a/2) occur 1, 4, 2, 4, 4 and 1 times:

S̄ = (24.567 + 4×24.041 + 2×23.451 + 4×23.143 + 4×22.194 + 20.903)/16
= 369.88/16 = 23.12 eV/nm.

The diagonal formula gives 23.10 eV/nm. Using 1/ε_GG gives 27.20 eV/nm, 18% above the diagonal formula, so the local fields are well resolved by this comparison.

Part of this difference can be followed by hand. At k = g/2 along x, ħω = ħgv/2 = 16.54 eV, and

χ = 225/(25 − 273.7 − 99.3i) = −0.780 + 0.312i,
Im[−1/(1+χ)] = 0.312/(0.220² + 0.312²) ≈ 2.14.

Without intermediate rounding the value is 2.145. The full inversion gives 1.79, which is 17% lower. The uniform medium has its undamped longitudinal resonance at √(15² + 5²) = 15.8 eV, and with this damping its loss peaks at 15.5 eV. Close to that peak, a spread of λ_n about one moves part of the response off resonance and lowers the loss.

A flux (1−cos gy)(1−cos gz) favours the channel. It is zero wherever b_y = 0 or b_z = 0, and its values at the last three points of the list are 1, 2 and 4. Multiplied by their occurrences, the weights are 4, 8 and 4:

S_p = (4×23.143 + 8×22.194 + 4×20.903)/16 = 22.11 eV/nm,

which is 4% below the uniform average. This is the effect of the off-diagonal terms in (7).

After averaging over b, the force still oscillates along the path. Since S is real, S_{−K} = S_K*, and the K = ±g x̂ terms together have amplitude 2|S_K|. It is 2.63 eV/nm in both calculations, 11% of the mean. A code that averages over b in a single plane would retain this term.

Direction [1 3 9] shows the path average acting alone. A perpendicular vector K = g(h,k,l) must satisfy h + 3k + 9l = 0, and the shortest nonzero ones, such as g(3,−1,0), have length √10 g. No single coefficient w_K of the model connects vectors so far apart along one axis, and the form factor suppresses them further. Two flights with different b both give 16.73 eV/nm, against 16.72 eV/nm from the diagonal formula.

These supercell values are not the stopping of an isolated ion, since each charge also feels the wakes of its images. Along x, the allowed frequencies are multiples of gv/2, and the first nonzero one lies near the loss peak. At this speed that sampling raises the values in that direction: for the uniform medium, replacing the k_x integral in (10) by a sum over multiples of g/2 gives 26.7 eV/nm in place of 15.3. At 4.0×10⁶ m/s the first frequency misses the peak, and the same sum gives 7.4 eV/nm in place of 15.1.

8. Stopping of an isolated charge

A mesh of 16×6×6 points in the zone, reduced by symmetry, replaces the eight supercell points. For motion along x, in eV/nm:

v = 2.4×10⁶ m/s: mean 13.1, row 13.5, channel 12.6
v = 3.2×10⁶ m/s: mean 15.0, row 15.8, channel 14.2
v = 4.0×10⁶ m/s: mean 14.8, row 15.6, channel 14.1

At the middle speed the mean is 2.40×10⁻⁹ J/m. The row lies 5% above it and the channel 5% below. A coarser 12×4×4 mesh changes this mean by 0.3%. A finer 32×12×12 mesh raises all nine entries by 0.01 to 0.02 eV/nm, so the last digit shown can move by one; the mean at 4.0×10⁶ m/s goes from 14.835 to 14.85. For the uniform medium, the mesh and (10) differ by at most 0.3% at the three speeds.

Using 1/ε_GG now overestimates the mean by between 1% and 2% at each of the three speeds, far less than the 18% in the supercell. A sum rule makes this plausible. Each term of (8) can be written

1/(1+χλ) = 1 − λΩ̄²/(ω0² + λΩ̄² − ω² − iγω).

This is a damped oscillator, for which

∫₀^∞ dω ω Im[−1/(1+χλ)] = πλΩ̄²/2.

Summed with the weights u²_nG, whose mean λ is one, the right-hand side becomes πΩ̄²/2 whatever the modulation. At fixed k, local fields therefore redistribute the loss in frequency without changing its ω-weighted area. The stopping integral samples a continuous range of frequencies, so losses and gains can largely compensate, while the supercell samples a few frequencies. The compensation need not be complete, because ω and k_x vary together in (4).

9. Points for implementation

The frequency in (1) is k'·v, that of the external component. In (4) and (6) the row and column frequencies coincide, but in the terms with K·v ≠ 0 they do not.

The cutoff in G must be converged for the inversion as well as for the final sum. Here the components of G run from −3 to 3 in units of g. Extending them to 4 changes the supercell term of the zone corner, taken before its weight of 1/8, from 27.616 to 27.619 eV/nm. Stronger modulation or weaker damping brings local resonances closer to singular behaviour, and more vectors are then needed. The numerical check does not cover that regime. In a separate run with α = 0.8, ħγ = 3 eV and v = 3.0×10⁶ m/s, with the same cutoff and a flight grid of 7 points per lattice constant, the matrix value on the row lay 11% above the flight. Most of this came from the flight grid: with 12 points per lattice constant the difference falls below 3%. In that regime both the grid and the cutoff must be converged before the two are compared.

With a loss proportional to ω at low frequency, as here, the integrand of (4) near k = 0 stays finite but depends on the direction of k. A mesh of midpoints avoids evaluating it there.

Equation (4) gives the mean electronic stopping for a uniform flux and a fixed charge distribution. It does not contain terms beyond Z², which matter when the projectile perturbs the electrons strongly, or changes of charge state along the path. For a crystal too thin for the path average, the terms with K·v ≠ 0 can leave a net contribution. The numerical output below lists the values with more digits than the model warrants, so that the comparisons can be checked.

Values computed for the example and the checks

```
lattice constant 0.40 nm, charge width 0.10 nm
hbar*w_mean 15.0 eV, hbar*w_bind 5.0 eV, hbar*damping 6.0 eV
modulation 0.30, speed 3.20e+06 m/s, charge number 1
g 15.708 1/nm, supercell edge 2 lattice constants
zone-corner term, G up to 3 and 4: 27.616, 27.619 eV/nm
Supercell, motion along x: b/a, flight, matrix, heat (eV/nm)
  (0.00,0.00)    24.567    24.546    24.542
  (0.00,0.25)    24.041    24.020    24.016
  (0.00,0.50)    23.451    23.428    23.426
  (0.25,0.25)    23.143    23.122    23.119
  (0.25,0.50)    22.194    22.171    22.171
  (0.50,0.50)    20.903    20.881    20.882
uniform average of flights  23.118 eV/nm
diagonal of inverse matrix  23.096 eV/nm
inverse of diagonal element 27.204 eV/nm
flux (1-cos gy)(1-cos gz)   22.109 eV/nm
path oscillation amplitude: flight 2.633, matrix 2.632 eV/nm
direction [1 3 9], diagonal formula 16.718 eV/nm
  flight from b/a = (0.0,0.0): 16.728 eV/nm
  flight from b/a = (0.5,0.5): 16.728 eV/nm
q = g/2 along x, hbar*w = 16.543 eV:
  Im[-epsinv_00] = 1.7896, Im[-1/eps_00] = 2.1450
zone mesh check at 3.2e+06 m/s: coarse 14.941, fine 14.982 eV/nm
Infinite crystal, stopping in eV/nm:
  v (m/s)   average  1/eps_GG  integral  row b=0  channel b=(a/2,a/2)
  2.4e+06    13.061    13.313    13.323    13.451    12.616
  3.2e+06    14.982    15.258    15.268    15.802    14.171
  average at this speed in SI: 2.4005e-09 J/m
  4.0e+06    14.835    15.039    15.082    15.617    14.070
```
